# Vacancy energy of a stretched hydrogen ring in Hartree-Fock and full CI: test program

```python
"""Unrelaxed vacancy energy of a hydrogen ring: E_v(R) = E(H5) - (5/6) E(H6).

Result under test: as the side R of the hexagon grows, full CI and unrestricted
Hartree-Fock (UHF) give E_v -> 0, but restricted Hartree-Fock (RHF for H6,
restricted open-shell for H5) gives E_v -> -Delta + 1/(4R), where
Delta = E_half - E_H and E_half is the energy of an H atom that holds half an
electron of each spin. Atomic units (hartree, bohr) unless a label says otherwise.
"""
from types import SimpleNamespace
from math import factorial
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def make_molecule(n, R, basis):
    """First n corners of a hexagon with side R."""
    angle = np.pi * np.arange(n) / 3
    atoms = [("H", (R * np.cos(a), R * np.sin(a), 0.0)) for a in angle]
    return gto.M(atom=atoms, basis={"H": basis}, unit="Bohr", spin=n % 2, verbose=0)


def solve_atom(basis):
    """Free H atom, and H atom with half an electron of each spin."""
    mol = make_molecule(1, 0.0, basis)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    S, eri = mol.intor("int1e_ovlp"), mol.intor("int2e")
    levels, vectors = eigh(h, S)
    c = vectors[:, 0]
    density = np.outer(c, c)
    for _ in range(200):
        fock = h + 0.5 * np.einsum("pqrs,rs->pq", eri, density)
        c = eigh(fock, S)[1][:, 0]
        density = 0.5 * density + 0.5 * np.outer(c, c)
    repulsion = np.einsum("pqrs,p,q,r,s->", eri, c, c, c, c)
    return SimpleNamespace(E=levels[0], vectors=vectors, half_orbital=c,
                           E_half=c @ h @ c + 0.25 * repulsion)


def make_system(n, R, basis, atom):
    """Integrals in symmetrically orthogonalized atomic orbitals."""
    mol = make_molecule(n, R, basis)
    s, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X, root = (U / np.sqrt(s)) @ U.T, (U * np.sqrt(s)) @ U.T
    h = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), X, X, X, X,
                    optimize=True)
    N = len(h)
    return SimpleNamespace(
        n=n, N=N, m=N // n, na=(n + 1) // 2, nb=n // 2, h=h, eri=eri, root=root,
        enuc=mol.energy_nuc(), Jmat=eri.reshape(N * N, N * N),
        Kmat=eri.transpose(0, 2, 1, 3).reshape(N * N, N * N).copy(),
        sites=root @ np.kron(np.eye(n), atom.half_orbital[:, None]))


def split_orbitals(x, sy, restricted):
    if restricted:
        Ya = x.reshape(sy.N, sy.na)
        return Ya, Ya[:, :sy.nb]
    cut = sy.N * sy.na
    return x[:cut].reshape(sy.N, sy.na), x[cut:].reshape(sy.N, sy.nb)


def spin_densities(x, sy, restricted):
    Ya, Yb = split_orbitals(x, sy, restricted)
    Wa, Wb = Ya @ np.linalg.inv(Ya.T @ Ya), Yb @ np.linalg.inv(Yb.T @ Yb)
    return Wa @ Ya.T, Wb @ Yb.T, Wa, Wb


def energy_gradient(x, sy, restricted):
    Pa, Pb, Wa, Wb = spin_densities(x, sy, restricted)
    N = sy.N
    common = sy.h + (sy.Jmat @ (Pa + Pb).ravel()).reshape(N, N)
    Fa = common - (sy.Kmat @ Pa.ravel()).reshape(N, N)
    Fb = common - (sy.Kmat @ Pb.ravel()).reshape(N, N)
    E = sy.enuc + 0.5 * np.sum(Pa * (sy.h + Fa)) + 0.5 * np.sum(Pb * (sy.h + Fb))
    ga, gb = 2 * (Fa @ Wa - Pa @ Fa @ Wa), 2 * (Fb @ Wb - Pb @ Fb @ Wb)
    if restricted:
        ga[:, :sy.nb] += gb
        return E, ga.ravel()
    return E, np.concatenate([ga.ravel(), gb.ravel()])


def lowest_solution(sy, starts, restricted):
    """Lowest minimum over several starts, each slightly disturbed."""
    best = None
    for x0 in starts:
        x0 = x0 + 0.03 * rng.standard_normal(x0.size)
        r = minimize(energy_gradient, x0, args=(sy, restricted), jac=True,
                     method="BFGS", options={"gtol": 1e-6, "maxiter": 1000})
        if best is None or r.fun < best.fun:
            best = r
    return best.fun, best.x


def restricted_patterns(n):
    e, i = np.eye(n), np.arange(n)
    if n == 6:
        return [np.array([np.ones(6), np.cos(np.pi * i / 3), np.sin(np.pi * i / 3)]).T,
                np.array([e[0] + e[1], e[2] + e[3], e[4] + e[5]]).T]
    return [np.array([np.sin(np.pi * k * (i + 1) / 6) for k in (1, 2, 3)]).T,
            np.array([e[0] + e[1], e[2] + e[3], e[4]]).T,
            np.array([e[0] + e[1], e[3] + e[4], e[2]]).T]


def solve_restricted(sy):
    starts = [(sy.sites @ p).ravel() for p in restricted_patterns(sy.n)]
    return lowest_solution(sy, starts, True)


def solve_unrestricted(sy, x_restricted=None):
    starts = [np.concatenate([sy.sites[:, 0::2].ravel(), sy.sites[:, 1::2].ravel()])]
    if x_restricted is not None:
        Ya, Yb = split_orbitals(x_restricted, sy, True)
        starts.append(np.concatenate([Ya.ravel(), Yb.ravel()]))
    return lowest_solution(sy, starts, False)


def full_ci(sy, atom=None, density=None):
    """Full CI. Orbitals only steer the iteration: Fock orbitals if a density is
    given, site orbitals with an alternating-spin start if an atom is given."""
    C, ci0, N = np.eye(sy.N), None, sy.N
    if density is not None:
        F = sy.h + (sy.Jmat @ density.ravel()).reshape(N, N)
        F -= 0.5 * (sy.Kmat @ density.ravel()).reshape(N, N)
        C = np.linalg.eigh(F)[1]
    elif atom is not None:
        M = sy.root @ np.kron(np.eye(sy.n), atom.vectors)
        u, _, vt = np.linalg.svd(M[:, np.arange(N).reshape(sy.n, sy.m).T.ravel()])
        C = u @ vt
        up = fci.cistring.str2addr(N, sy.na, sum(1 << k for k in range(0, sy.n, 2)))
        dn = fci.cistring.str2addr(N, sy.nb, sum(1 << k for k in range(1, sy.n, 2)))
        ci0 = np.zeros((fci.cistring.num_strings(N, sy.na),
                        fci.cistring.num_strings(N, sy.nb)))
        ci0[up, dn] = 1.0
        if sy.na == sy.nb:
            ci0[dn, up] = 1.0
        ci0 /= np.linalg.norm(ci0)
    h = C.T @ sy.h @ C
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", sy.eri, C, C, C, C, optimize=True)
    singlet_code = sy.na == sy.nb and N > 6
    solver = fci.direct_spin0.FCI() if singlet_code else fci.direct_spin1.FCI()
    solver.verbose, solver.conv_tol, solver.max_cycle = 0, 1e-10, 150
    return solver.kernel(h, eri, N, (sy.na, sy.nb), ci0=ci0, ecore=sy.enuc)[0]


def coupled_cluster(n, R, basis):
    mol = make_molecule(n, R, basis)
    mf = scf.UHF(mol) if n % 2 else scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    solver = cc.CCSD(mf)
    solver.kernel()
    return mf.e_tot, solver.e_tot + solver.ccsd_t()


def heisenberg_minimum(n, bonds):
    """Lowest eigenvalue of the sum over bonds of (S_i.S_j - 1/4)."""
    H = np.zeros((2 ** n, 2 ** n))
    for state in range(2 ** n):
        for i, j in bonds:
            if (state >> i & 1) != (state >> j & 1):
                H[state, state] -= 0.5
                H[state ^ (1 << i) ^ (1 << j), state] += 0.5
    return np.linalg.eigvalsh(H)[0]


def hydrogen_dispersion(size=6):
    """Static polarizability and C6 of exact H atoms from p-type pseudostates."""
    I = lambda q: factorial(q) / 2.0 ** (q + 1)
    ks = range(1, size + 1)
    S = np.array([[I(k + l + 2) for l in ks] for k in ks])
    H = np.array([[0.5 * (k * l * I(k + l) - (k + l) * I(k + l + 1) + I(k + l + 2))
                   + I(k + l) - I(k + l + 1) for l in ks] for k in ks])
    scale = 1 / np.sqrt(np.diag(S))
    E, V = eigh(H * np.outer(scale, scale), S * np.outer(scale, scale))
    z2 = (V.T @ (scale * np.array([2 / np.sqrt(3) * I(k + 3) for k in ks]))) ** 2
    gap = E + 0.5
    return 2 * np.sum(z2 / gap), 6 * np.sum(np.outer(z2, z2) / np.add.outer(gap, gap))


def vacancy(E5, E6):
    return E5 - 5 * E6 / 6


# ---------- free atoms ----------
BASIS = "6-31g"
atom = solve_atom(BASIS)
large_s = [b for b in gto.basis.load("cc-pv5z", "H") if b[0] == 0]
atom_large = solve_atom(large_s)
delta, delta_large = atom.E_half - atom.E, atom_large.E_half - atom_large.E
assert 0 < delta_large < 5 / 32
print(f"H atom, 6-31G: E_H = {atom.E:.6f}, E_half = {atom.E_half:.6f} hartree")
print(f"Delta: 6-31G {delta:.6f}, cc-pV5Z s shells {delta_large:.6f} hartree"
      f" = {delta_large * HARTREE_EV:.3f} eV")
print(f"Delta with frozen exact 1s orbital (5/32): {5 / 32:.6f} hartree")

# ---------- the three methods against spacing ----------
rows, totals = [], {}
for R in (2.0, 3.0, 4.0, 6.0, 10.0):
    E = {}
    for n in (5, 6):
        sy = make_system(n, R, BASIS, atom)
        E_r, x_r = solve_restricted(sy)
        E_u, x_u = solve_unrestricted(sy, x_r)
        Pa, Pb = spin_densities(x_r, sy, True)[:2]
        Ua, Ub = spin_densities(x_u, sy, False)[:2]
        E_f = full_ci(sy, density=Pa + Pb) if R < 3.5 else full_ci(sy, atom=atom)
        assert E_f <= E_u + 2e-6 and E_u <= E_r + 2e-6
        sz = 0.5 * (sy.na - sy.nb)
        spin2 = sz * (sz + 1) + sy.nb - np.sum(Ua * Ub)
        if n == 6:
            blocks = Pa.reshape(6, sy.m, 6, sy.m)
            feature = abs(np.linalg.norm(blocks[0, :, 1]) - np.linalg.norm(blocks[1, :, 2]))
        else:
            feature = np.diag(Pa - Pb).reshape(5, sy.m).sum(axis=1).max()
        E[n] = (E_r, E_u, E_f, spin2, feature)
    totals[R] = E
    rows.append((R, *[vacancy(E[5][k], E[6][k]) for k in range(3)]))

print("Total energies in 6-31G (hartree): R/bohr, system, restricted, UHF, full CI")
for R, E in totals.items():
    for n in (5, 6):
        print(f"  {R:4.1f}  H{n}  {E[n][0]:.6f}  {E[n][1]:.6f}  {E[n][2]:.6f}")
print("Vacancy energy E_v in 6-31G (hartree): R/bohr, restricted, UHF, full CI")
for R, r, u, f in rows:
    print(f"  {R:4.1f}  {r:+.6f}  {u:+.6f}  {f:+.6f}")
print("Vacancy energy E_v in 6-31G (eV): R/bohr, restricted, UHF, full CI")
for R, r, u, f in rows:
    print(f"  {R:4.1f}  {r * HARTREE_EV:+.4f}  {u * HARTREE_EV:+.4f}  {f * HARTREE_EV:+.4f}")
print("R/bohr, UHF <S^2> of H5 and H6, restricted: H6 bond alternation, H5 top site spin")
for R, E in totals.items():
    print(f"  {R:4.1f}  {E[5][3]:.4f}  {E[6][3]:.4f}  {E[6][4]:.4f}  {E[5][4]:.4f}")
assert abs(rows[-1][2]) < 1e-5 and abs(rows[-1][3]) < 1e-5

# ---------- restricted limit, exchange tail and broken symmetry ----------
R_far = 14.0
far5, far6 = (make_system(n, R_far, BASIS, atom) for n in (5, 6))
E5_far, E6_far = solve_restricted(far5)[0], solve_restricted(far6)[0]
v_far, law_far = vacancy(E5_far, E6_far), -delta + 1 / (4 * R_far)
ring_start = (far6.sites @ restricted_patterns(6)[0]).ravel()
E6_symmetric = energy_gradient(ring_start, far6, True)[0]
assert abs(v_far - law_far) < 1e-5
assert abs(E6_symmetric - E6_far - 1 / (12 * R_far)) < 1e-5
print(f"R = {R_far:.0f} bohr, restricted E_v: computed {v_far:.6f}, law {law_far:.6f} hartree")
print(f"  symmetric H6 above dimer H6: computed {E6_symmetric - E6_far:.6f},"
      f" 1/(12R) = {1 / (12 * R_far):.6f} hartree")

# ---------- approach to zero, predicted from H2 alone, minimal basis ----------
R_spin, small = 6.0, solve_atom("sto-3g")
pair, s5, s6 = (make_system(n, R_spin, "sto-3g", small) for n in (2, 5, 6))
E_triplet = pair.enuc + np.trace(pair.h) + pair.eri[0, 0, 1, 1] - pair.eri[0, 1, 0, 1]
J, w = E_triplet - full_ci(pair), E_triplet - 2 * small.E
e5 = heisenberg_minimum(5, [(i, i + 1) for i in range(4)])
e6 = heisenberg_minimum(6, [(i, (i + 1) % 6) for i in range(6)])
fci_law, fci_value = J * (e5 - 5 * e6 / 6) - w, vacancy(full_ci(s5), full_ci(s6))
uhf_law = -(solve_unrestricted(pair)[0] - 2 * small.E)
uhf_value = vacancy(solve_unrestricted(s5)[0], solve_unrestricted(s6)[0])
assert abs(fci_value - fci_law) < 0.03 * J and abs(uhf_value - uhf_law) < 0.03 * J
print(f"STO-3G, R = {R_spin:.0f} bohr: J = {J * 1e6:.2f}, w = {w * 1e6:.2f} microhartree")
print(f"  spin sums: e5 = {e5:.6f}, e6 = {e6:.6f}, e5 - 5 e6/6 = {e5 - 5 * e6 / 6:.6f}")
print(f"  full CI E_v: computed {fci_value * 1e6:.2f}, from H2 {fci_law * 1e6:.2f} microhartree")
print(f"  UHF E_v: computed {uhf_value * 1e6:.2f}, from H2 {uhf_law * 1e6:.2f} microhartree")

# ---------- basis convergence at R = 2 bohr ----------
sp_triple = [b for b in gto.basis.load("cc-pvtz", "H") if b[0] < 2]
cc_values = []
for label, basis in (("6-31G", BASIS), ("cc-pVDZ", "cc-pvdz"), ("cc-pVTZ s,p", sp_triple)):
    (mf5, cc5), (mf6, cc6) = coupled_cluster(5, 2.0, basis), coupled_cluster(6, 2.0, basis)
    cc_values.append(vacancy(cc5, cc6))
    print(f"CCSD(T) E_v at R = 2 bohr, {label}: {cc_values[-1]:.6f} hartree")
    if label == "6-31G":
        assert abs(mf6 - totals[2.0][6][0]) < 1e-6
        assert totals[2.0][5][1] <= mf5 + 1e-6
cc_error = cc_values[0] - rows[0][3]
assert abs(cc_error) < 5e-3 and abs(cc_values[2] - cc_values[1]) < 1e-2
print(f"  CCSD(T) minus full CI in 6-31G: {cc_error * 1e3:+.3f} millihartree")
print(f"  basis shifts: {(cc_values[1] - cc_values[0]) * 1e3:+.3f} then"
      f" {(cc_values[2] - cc_values[1]) * 1e3:+.3f} millihartree")

# ---------- dispersion, which an s-only basis leaves out ----------
alpha, C6 = hydrogen_dispersion()
assert abs(alpha - 4.5) < 1e-6
assert abs(hydrogen_dispersion(5)[1] - C6) < 1e-2
corners = np.exp(1j * np.pi * np.arange(6) / 3)
pair_sum = lambda n: sum(abs(corners[i] - corners[j]) ** -6.0
                         for i in range(n) for j in range(i))
tail = -C6 * vacancy(pair_sum(5), pair_sum(6))
assert abs(tail - C6 * pair_sum(6) / 6) < 1e-9
print(f"H atom: polarizability {alpha:.4f}, C6 = {C6:.4f} a.u.; ring pair sum S = {pair_sum(6):.5f}")
print(f"Dispersion part of E_v = {tail:.4f}/R^6: at R = 10 bohr {tail / 10 ** 6 * 1e6:.2f} microhartree")
print("PASS")
```

Running it gives:

```
H atom, 6-31G: E_H = -0.498233, E_half = -0.348852 hartree
Delta: 6-31G 0.149381, cc-pV5Z s shells 0.142523 hartree = 3.878 eV
Delta with frozen exact 1s orbital (5/32): 0.156250 hartree
Total energies in 6-31G (hartree): R/bohr, system, restricted, UHF, full CI
   2.0  H5  -2.616537  -2.633175  -2.698566
   2.0  H6  -3.225286  -3.225286  -3.318953
   3.0  H5  -2.458081  -2.545001  -2.596339
   3.0  H6  -2.997985  -3.068254  -3.151282
   4.0  H5  -2.303619  -2.502993  -2.521368
   4.0  H6  -2.746794  -3.006964  -3.033587
   6.0  H5  -2.109180  -2.491787  -2.492609
   6.0  H6  -2.422826  -2.990332  -2.991489
  10.0  H5  -1.994378  -2.491165  -2.491165
  10.0  H6  -2.244220  -2.989398  -2.989398
Vacancy energy E_v in 6-31G (hartree): R/bohr, restricted, UHF, full CI
   2.0  +0.071201  +0.054563  +0.067228
   3.0  +0.040240  +0.011877  +0.029729
   4.0  -0.014624  +0.002811  +0.006622
   6.0  -0.090158  +0.000156  +0.000298
  10.0  -0.124195  +0.000000  +0.000000
Vacancy energy E_v in 6-31G (eV): R/bohr, restricted, UHF, full CI
   2.0  +1.9375  +1.4847  +1.8294
   3.0  +1.0950  +0.3232  +0.8090
   4.0  -0.3979  +0.0765  +0.1802
   6.0  -2.4533  +0.0042  +0.0081
  10.0  -3.3795  +0.0000  +0.0000
R/bohr, UHF <S^2> of H5 and H6, restricted: H6 bond alternation, H5 top site spin
   2.0  0.8902  0.0000  0.0000  0.4061
   3.0  1.8254  1.6448  0.0000  0.8507
   4.0  2.4984  2.6289  0.0000  0.9636
   6.0  2.7395  2.9842  0.1928  0.9978
  10.0  2.7500  3.0000  0.4963  1.0000
R = 14 bohr, restricted E_v: computed -0.131524, law -0.131524 hartree
  symmetric H6 above dimer H6: computed 0.005952, 1/(12R) = 0.005952 hartree
STO-3G, R = 6 bohr: J = 349.91, w = 111.43 microhartree
  spin sums: e5 = -2.927886, e6 = -4.302776, e5 - 5 e6/6 = 0.657760
  full CI E_v: computed 118.77, from H2 118.73 microhartree
  UHF E_v: computed 63.62, from H2 63.65 microhartree
CCSD(T) E_v at R = 2 bohr, 6-31G: 0.067392 hartree
CCSD(T) E_v at R = 2 bohr, cc-pVDZ: 0.075183 hartree
CCSD(T) E_v at R = 2 bohr, cc-pVTZ s,p: 0.075372 hartree
  CCSD(T) minus full CI in 6-31G: +0.164 millihartree
  basis shifts: +7.791 then +0.188 millihartree
H atom: polarizability 4.5000, C6 = 6.4990 a.u.; ring pair sum S = 6.26910
Dispersion part of E_v = 6.7905/R^6: at R = 10 bohr 6.79 microhartree
PASS
```
